# Contrast transfer when acid diffuses and deprotects a resist simultaneously

A line grating of pitch 40 nm is baked at constant temperature until its acid has a diffusion length of 10 nm. At the end of the bake, 29% of the original acid modulation is left. The deprotection record in the resist, measured by the logarithm of the protected fraction, nevertheless carries 57% of the original modulation. At a pitch of 20 nm the two differ by a much larger factor: 0.7% of the acid modulation survives, but the record keeps 20%. The difference arises because deprotection runs throughout the bake and registers the early, sharp acid pattern as well as the late, blurred one.

## 1. Model and conventions

Let $x$ be the coordinate across the lines, $p$ the pitch and $k=2\pi/p$ the wavenumber. The acid concentration divided by its initial mean is $u(x,t)$, with

$$u(x,0)=1+m\cos kx,\qquad 0\le m\le 1 .$$

The upper limit on $m$ keeps the concentration non-negative. The acid obeys Fick's law with a diffusion coefficient $D(t)$ that may change with temperature but is uniform in space:

$$\frac{\partial u}{\partial t}=D(t)\frac{\partial^2u}{\partial x^2}. \tag{1}$$

There is no acid loss, no quencher and no flux through the film surfaces. The acid is a catalyst, so deprotection does not consume it.

Let $M(x,t)$ be the fraction of sites still protected, with $M(x,0)=1$. Deprotection is first order in both acid and protected sites:

$$\frac{\partial M}{\partial t}=-K(t)\,u\,M. \tag{2}$$

Here $K$ already contains the mean acid concentration and has the unit of inverse time. Lengths are in nm and times in s.

The variance gained along one axis by time $t$, and its value at the end $t_b$ of the bake, are

$$v(t)=2\int_0^tD(t')\,dt',\qquad V=v(t_b)=\sigma^2 .$$

For constant $D$ this gives $\sigma=\sqrt{2Dt_b}$. The factor 2 matters: if a code stores $\ell=\sqrt{Dt_b}$ instead, then $V=2\ell^2$. The three-dimensional mean square displacement is $3V$, because each axis contributes $V$.

The result concerns the **deprotection exponent** $-\ln M$. If $D/K$ is constant during the bake, then

$$-\ln M(x,t_b)=E\,[1+m\,T(a)\cos kx],\qquad T(a)=\frac{1-e^{-a}}{a}, \tag{3}$$

with

$$a=\tfrac12k^2V,\qquad E=\int_0^{t_b}K\,dt .$$

The protected fraction itself has a different, nonlinear response, treated in Section 5.

## 2. Derivation

**Acid.** Try $u=1+mA(t)\cos kx$ with $A(0)=1$. The second derivative of $\cos kx$ is $-k^2\cos kx$, so equation (1) becomes

$$m\dot A\cos kx=-k^2D\,mA\cos kx .$$

Hence $\dot A=-k^2DA$. Since $\int_0^tD\,dt'=v(t)/2$,

$$u(x,t)=1+m\,e^{-k^2v(t)/2}\cos kx. \tag{4}$$

The mean stays at 1. The final acid modulation is $m\,e^{-a}$.

**Deprotection.** Equation (2) contains no spatial derivative, so each point can be integrated separately. Division by $M$ gives $\partial\ln M/\partial t=-Ku$. With $\ln M=0$ at the start,

$$-\ln M(x,t_b)=\int_0^{t_b}K(t)\,u(x,t)\,dt. \tag{5}$$

No assumption of low conversion has been made. Inserting (4) and taking out the factor $E$ gives

$$-\ln M=E\,[1+m\,T\cos kx],\qquad
T=\frac{\int_0^{t_b}K\,e^{-k^2v(t)/2}\,dt}{\int_0^{t_b}K\,dt}. \tag{6}$$

This holds for any bake history within the model. Because $0\le v(t)\le V$, the exponential lies between $e^{-a}$ and 1. Its weighted average therefore does too: $e^{-a}\le T\le1$. The lower bound is reached when all diffusion precedes the reaction, and the upper bound when all reaction precedes the diffusion.

**Constant ratio of rates.** Let $s=v(t)/V$ be the fraction of the final variance already accumulated. For $D>0$,

$$ds=\frac{2D}{V}\,dt,\qquad K\,dt=\frac{V}{2}\,\frac{K}{D}\,ds .$$

With $r=K/D$, equation (6) becomes

$$T=\frac{\int_0^1r(s)\,e^{-as}\,ds}{\int_0^1r(s)\,ds}. \tag{7}$$

If $r$ is constant it cancels, and

$$T=\int_0^1e^{-as}\,ds=\left[-\frac{e^{-as}}{a}\right]_0^1=\frac{1-e^{-a}}{a}. \tag{8}$$

This is the stated result. A constant bake temperature is sufficient for it. So is a temperature ramp in which $D$ and $K$ have the same activation energy.

## 3. Coarse and fine gratings

For small $a$, expansion of the exponential gives

$$T=1-\frac a2+\frac{a^2}{6}-\cdots .$$

The loss of modulation starts at half the rate of the final acid pattern, for which $e^{-a}=1-a+\cdots$. The reason is that the variance, averaged over the reaction, is $V/2$.

For large $a$, $T$ approaches $1/a=2/(k^2V)$, while the surviving acid modulation falls exponentially. The modulation of the exponent built up by stage $s$, as a share of its final value, is $(1-e^{-as})/(1-e^{-a})$. At 20 nm pitch, $a=4.93$, and 64% of it has been recorded by $s=1/a\approx0.20$. The rest of the bake mainly adds uniform deprotection.

The grating at which half the modulation is transferred follows from $1-e^{-a}=a/2$. Put $y=a-2$. Then $e^{-a}=1-a/2=-y/2$, so

$$y=-2e^{-a}=-2e^{-2}e^{-y}\quad\Longrightarrow\quad ye^y=-2e^{-2}.$$

One root is $y=-2$, which is the spurious case $a=0$ introduced by multiplying $T=\tfrac12$ by $a$. The other lies on the principal branch $W_0$ of the Lambert function:

$$a_{1/2}=2+W_0(-2e^{-2})=1.594 .$$

Since $a=2\pi^2V/p^2$, the pitch is $p=2\pi\sigma/\sqrt{2a}$. For $\sigma=10$ nm, half transfer occurs at 35.2 nm. If diffusion preceded reaction, the condition would be $e^{-a}=\tfrac12$, or $a=\ln2$, and the pitch would be 53.4 nm.

## 4. The blur kernel in real space

Equations (1) and (5) are linear in $u$, so an arbitrary acid pattern can be treated as a sum of cosines and sines. In real space, for constant $D/K$, the initial acid pattern is convolved with a uniform average over $s$ of Gaussians of variance $sV$:

$$P(x)=\int_0^1\frac{e^{-x^2/(2sV)}}{\sqrt{2\pi sV}}\,ds .$$

Substitute $s=q^2$, so that $ds/\sqrt s=2\,dq$, and write $b=|x|/\sqrt{2V}$:

$$P=\frac{2}{\sqrt{2\pi V}}\int_0^1e^{-b^2/q^2}\,dq .$$

Integration by parts gives

$$\int_0^1e^{-b^2/q^2}dq=e^{-b^2}-2b^2\int_0^1\frac{e^{-b^2/q^2}}{q^2}\,dq .$$

In the last integral set $w=b/q$, so $dq/q^2=-dw/b$. It becomes $b^{-1}\int_b^\infty e^{-w^2}dw=\sqrt\pi\,\mathrm{erfc}(b)/(2b)$. Therefore

$$P(x)=\frac{2e^{-x^2/(2V)}}{\sqrt{2\pi V}}-\frac{|x|}{V}\,\mathrm{erfc}\!\left(\frac{|x|}{\sqrt{2V}}\right). \tag{9}$$

Each Gaussian has unit area, hence so does $P$. Its variance is $\int_0^1sV\,ds=V/2$, or 50 nm² in the example.

For $x>0$, differentiate (9). The two terms containing $x\,e^{-x^2/(2V)}$ cancel, leaving

$$P'(x)=-\frac1V\,\mathrm{erfc}\!\left(\frac{x}{\sqrt{2V}}\right).$$

The slope just to the right of the origin is $-1/V$, and by symmetry it is $+1/V$ just to the left. The kernel thus has a cusp, made by acid that reacts before it has moved far.

The cusp accounts for the slow $1/a$ tail. Two integrations by parts of the cosine transform show this. The first has no boundary term, since $\sin kx$ vanishes at the origin and $P$ vanishes at infinity:

$$2\int_0^\infty P\cos kx\,dx=\frac{2}{kV}\int_0^\infty\mathrm{erfc}\!\left(\frac{x}{\sqrt{2V}}\right)\sin kx\,dx .$$

The second gives

$$\frac{2}{k^2V}\left[1-\frac{2}{\sqrt{2\pi V}}\int_0^\infty e^{-x^2/(2V)}\cos kx\,dx\right]=\frac{1-e^{-a}}{a}.$$

The 1 in the bracket is the boundary term at the origin, where the slope is discontinuous. The remaining integral, together with its prefactor, is the transform of a normalized Gaussian of variance $V$ and equals $e^{-k^2V/2}=e^{-a}$.

A single Gaussian with the same variance $V/2$ would transfer $e^{-a/2}$. Comparison is direct after factoring:

$$T=e^{-a/2}\,\frac{e^{a/2}-e^{-a/2}}{a}=e^{-a/2}\,\frac{\sinh(a/2)}{a/2}\ge e^{-a/2}.$$

At 40 nm pitch the Gaussian gives 0.540 and the correct kernel 0.575. The replacement is 6% low relative to the correct value, and it loses the $1/a$ tail at finer pitch.

## 5. From the exponent to the protected fraction

Set $z=EmT$ and $\theta=kx$. Exponentiating (3) gives

$$M=e^{-E}e^{-z\cos\theta}. \tag{10}$$

The smallest and largest values, at the acid maximum and minimum, are $e^{-E-z}$ and $e^{-E+z}$. The common factor $e^{-E}$ cancels from their contrast:

$$C=\frac{M_{\max}-M_{\min}}{M_{\max}+M_{\min}}=\frac{e^z-e^{-z}}{e^z+e^{-z}}=\tanh z .$$

The Fourier coefficients follow from the modified Bessel functions

$$I_n(z)=\frac1\pi\int_0^\pi e^{z\cos\theta}\cos n\theta\,d\theta .$$

Replacing $\theta$ by $\pi-\theta$ changes the exponent to $-z\cos\theta$ and brings in a factor $(-1)^n$. Hence the mean of $M$ is $e^{-E}I_0(z)$, and the coefficient of $\cos\theta$ is $-2e^{-E}I_1(z)$. The minus sign states that protection is lowest where acid is highest.

The first-harmonic modulation of the deprotected fraction $1-M$, relative to its mean, is

$$R=\frac{2e^{-E}I_1(z)}{1-e^{-E}I_0(z)}. \tag{11}$$

As $E\to0$ at fixed $m$, $z$ also tends to zero. Then $2I_1\to z$ and $I_0\to1$ up to order $z^2$, so $R\to z/E=mT$. In this limit the deprotected fraction has the same transfer factor as the exponent.

At finite $E$ but small $z$, (11) reduces to $R\approx z\,e^{-E}/(1-e^{-E})$. If $Em$ itself is small, this form also holds without diffusion, and the ratio of $R$ with and without diffusion is still $T$, although $R/m$ is not. A small $z$ that comes only from a small $T$ is not enough. For $E=1$ and $m=0.6$ the value without diffusion is 0.386, against 0.349 from the linear form, so at fine pitch the ratio is about $0.9\,T$.

## 6. Worked example

The inputs are round model parameters: $p=40$ nm, $D=1$ nm²/s, $t_b=50$ s, $m=0.6$ and $K=0.02$ s⁻¹. They give

$$k=\frac{2\pi}{40}=0.1571\ \text{nm}^{-1},\qquad V=2(1)(50)=100\ \text{nm}^2,$$

$$a=\tfrac12(0.15708)^2(100)=1.234,\qquad T=\frac{1-0.2912}{1.2337}=0.5745 .$$

The mean exponent is $E=0.02\times50=1$, so $z=1\times0.6\times0.5745=0.3447$. The protected fraction is $e^{-1.3447}=0.261$ at the acid maximum and $e^{-0.6553}=0.519$ at the minimum. The contrast is

$$C=\frac{0.519-0.261}{0.519+0.261}=0.33 .$$

It would be 0.54 without diffusion and 0.17 if the same diffusion took place before the reaction.

Equations (1) and (2) were also integrated directly on a periodic grid, without using solution (4). The transfer extracted from $-\ln M$ agrees with (8) within $10^{-5}$ at pitches of 80, 40 and 20 nm, as the numerical output shows.

The quantity used to define transfer matters at this conversion. Dividing the value with diffusion by the value without it gives:

- $0.575$ for the modulation of $-\ln M$, which is $T$;
- $0.332/0.537=0.62$ for the contrast of $M$;
- $0.207/0.386=0.54$ for the relative modulation of $1-M$.

All three describe the same bake. Inserting either of the last two into (8) as if it were $T$ would give a wrong diffusion length. When $E$ is reduced to 0.001, the grid value of $R/m$ is 0.574, in line with the low-conversion limit.

## 7. Conditions that change the transfer

**Unequal activation energies.** During heating, $r=K/D$ may vary. Suppose it increases with $s$. For any two stages $s$ and $s'$, the differences $r(s)-r(s')$ and $e^{-as}-e^{-as'}$ then have opposite signs or vanish, so

$$\int_0^1\!\!\int_0^1[r(s)-r(s')]\,[e^{-as}-e^{-as'}]\,ds\,ds'\le0 .$$

Multiplying out gives

$$2\int_0^1 r\,e^{-as}ds-2\int_0^1 r\,ds\int_0^1e^{-as}ds\le0 .$$

Division by $2\int r\,ds$ and use of (7) yield $T\le(1-e^{-a})/a$. A reaction that lags behind diffusion sees a more blurred pattern. If $r$ decreases, the inequality is reversed.

As an example, let the temperature approach 383 K from 343 K exponentially with a time constant of 10 s. The values of $D$ and $K$ given above apply at 383 K. With both activation energies equal to 1.0 eV, $a=0.803$, and the grid transfer of 0.687 agrees with (8). With 0.8 eV for diffusion and 1.5 eV for reaction, $a=0.853$. Formula (8) would give 0.673, but the grid gives 0.639, which is 5% lower relative to the formula. The integral (6) reproduces the grid value.

**Uniform acid loss.** Add $-\lambda u$ to the right side of (1), with constant $\lambda$, $D$ and $K$. Both the mean and the modulation of the acid acquire the factor $e^{-\lambda t}$. With $L=\lambda t_b$ and $s=t/t_b$, the new transfer is

$$T_L=\frac{\int_0^1e^{-(a+L)s}ds}{\int_0^1e^{-Ls}ds}=\frac{(1-e^{-a-L})/(a+L)}{(1-e^{-L})/L}. \tag{12}$$

The weight $e^{-Ls}$ decreases with $s$, so the reversed inequality applies and $T_L\ge T$. Early acid, which is sharper, counts for more. For $L=1$ the transfer rises from 0.575 to 0.632. The price is a smaller mean exponent, $E(1-e^{-L})/L$ in place of $E$.

**Second-order acid kinetics.** Replace $u$ by $u^2$ in (2), with constant $D$ and $K$. Since $\cos^2\theta=(1+\cos2\theta)/2$,

$$u^2=1+2m\,e^{-as}\cos\theta+\tfrac12m^2e^{-2as}(1+\cos2\theta).$$

Integration over $s$ gives

$$-\ln M=E\left[1+\tfrac12m^2T(2a)+2mT(a)\cos\theta+\tfrac12m^2T(2a)\cos2\theta\right].$$

The coefficient of $\cos\theta$ still contains $T(a)$, but the mean now depends on diffusion and a second harmonic appears. In the example the mean is 1.067 and the first coefficient is 0.689, so their ratio is 0.646. Without diffusion the ratio would be $2m/(1+m^2/2)=1.017$. The relative modulation is therefore transferred by 0.64, not 0.575. The two definitions agree when $m^2$ is negligible.

**Effects outside the model.** If $D$ depends on the local acid concentration or on $M$, equation (1) becomes nonlinear, a cosine generates harmonics, and the transfer depends on $m$. For small $m$ the spatial variation of $D$ multiplies a gradient that is already of order $m$, so to first order (6) still applies, with $D(t)$ evaluated at the mean acid concentration and the mean $M$. A quencher that neutralizes acid during the bake introduces a product of two concentrations and in general also makes the problem nonlinear; (6) does not cover it. An exception is a uniform quencher that is below the acid concentration everywhere and is used up before diffusion and deprotection start: it subtracts a constant from the acid, so the mean falls and the relative modulation rises, and the model applies to the acid that remains, with $K$ and $m$ referred to the new mean. Otherwise the coupled equations should be integrated directly.

## 8. Use in a simulation code

For a periodic pattern in the film plane with isotropic $D$, each Fourier component of wavevector $\mathbf q$ decays as $e^{-|\mathbf q|^2v/2}$. The derivation then applies component by component:

1. Transform the initial acid pattern, normalized to its mean.
2. Multiply each component by $T(a_q)$, with $a_q=|\mathbf q|^2V/2$ and $T(0)=1$.
3. Transform back and multiply by $E$ to obtain $-\ln M$.
4. Exponentiate to obtain $M$.

The exponential must come last, because the transfer factor acts on the exponent and not on $M$. For small $a$, the subtraction $1-e^{-a}$ loses significant digits. A library function for $e^x-1$, evaluated at $x=-a$ and divided by $-a$, avoids this. If $D/K$ varies during the bake, step 2 should use the integral (6) for each $|\mathbf q|$; the other steps are unchanged.

## Numbers as computed

```
pitch = 40.0 nm
wavenumber k = 0.15708 1/nm
diffusion coefficient D = 1.00 nm^2/s
bake time = 50.0 s
acid modulation m = 0.60
mean deprotection rate K = 0.020 1/s
final variance = 100.0 nm^2
diffusion length sigma = 10.00 nm
a = 1.2337
mean exponent E = 1.000
pitch 80 nm: a=0.3084, T=0.86049, grid T=0.86049, exp(-a)=0.73460
pitch 40 nm: a=1.2337, T=0.57452, grid T=0.57452, exp(-a)=0.29121
pitch 20 nm: a=4.9348, T=0.20118, grid T=0.20119, exp(-a)=0.00719
exponent modulation m*T = 0.34471
z = E*m*T = 0.34471
M at acid maximum = 0.26061
M at acid minimum = 0.51929
mean M = 0.37889
first cosine coefficient of M = -0.12871
contrast of M = 0.33168
contrast of M without diffusion = 0.53705
diffusion first: grid T = 0.29121
diffusion first: contrast of M = 0.17297
modulation of 1-M = 0.20722
same without diffusion = 0.38580
low-conversion exponent = 0.0010
low-conversion modulation of 1-M over m = 0.57425
kernel area = 1.000000
kernel variance = 50.0000 nm^2
kernel cosine transform = 0.57452
kernel slope at 0+ = -0.01000 1/nm^2
equal-variance Gaussian transfer = 0.53964
a at half transfer = 1.59362
pitch at half transfer = 35.194 nm
same, diffusion first = 53.364 nm
ramp: 343 to 383 K, time constant 10 s
energies D,K = 1.0,1.0 eV: a=0.8029, grid T=0.68746, T(a)=0.68746
energies D,K = 0.8,1.5 eV: a=0.8530, grid T=0.63914, T(a)=0.67276
acid loss rate = 0.020 1/s, L = 1.00
grid T with acid loss = 0.63236
second order: mean exponent = 1.06676
second order: first coefficient = 0.68943
```
